Raman polarizability derivatives from second field differences of forces, part 1

(Sections cited here and not found follow in the second part.)

**What symmetry and dimensions fix**

A molecule with nuclear coordinates R_k (k = 1 … 3N) sits in a uniform static field G. Atomic units are used, and repeated Cartesian indices are summed. The polarizability α_ij is minus the second field derivative of the energy, the force F_k is minus its first coordinate derivative, and Raman intensities need α'_ij,k = ∂α_ij/∂R_k. This is one third derivative of E, with two field indices and one coordinate index. If E is smooth the order of differentiation is free, so

α'_ij,k = −∂³E/∂R_k∂G_i∂G_j = ∂²F_k/∂G_i∂G_j.

One force calculation returns all 3N components, and the field indices form a symmetric pair with six independent values. The number of calculations on the right-hand road therefore cannot depend on N. This is the method of Porezag and Pederson.

Two more facts follow before any calculation. A combination of forces that is unchanged under G → −G contains no odd power of the field, so after division by h², where h is the field step, its error starts at h². The coefficient is a numerical factor times the fourth field derivative of the force, called γ' below; for an off-diagonal element it is a weighted sum of such derivatives. A random error of size σ in each force, independent from run to run, enters as σ/h². The quotient σ/γ' has the dimension of field⁴ and the product σγ' has that of α'², so within these two error terms the best step and the smallest error have the form

h* ∝ (σ/|γ'|)^(1/4),  error ∝ (σ|γ'|)^(1/2).

**One coordinate, one field direction**

Take a single displacement q and a field along y. The energy expansion defines the coefficients:

E(q,G) = E₀ − μG − αG²/2 − βG³/6 − γG⁴/24 − …

Each coefficient depends on q. With F = −∂E/∂q and a prime for ∂/∂q,

F(G) = F(0) + μ'G + α'G²/2 + β'G³/6 + γ'G⁴/24 + …,  F(0) = −E₀'.

Adding the series at G = +h and G = −h cancels the odd terms and doubles the even ones:

F(h) + F(−h) = 2F(0) + α'h² + γ'h⁴/12 + O(h⁶).

Subtracting 2F(0) and dividing by h²,

[F(h) − 2F(0) + F(−h)]/h² = α' + h²γ'/12 + O(h⁴).

The example is water at the restricted Hartree–Fock level in the 6-31++G** basis (spherical d functions, 30 functions), at its optimized geometry, r(OH) = 1.7821 bohr and angle 107.09°. This level has no electron correlation and a modest diffuse set; it serves as a testbed and is not compared with experiment. The molecule lies in the yz plane with z the twofold axis. Let q run along the symmetric stretch, normalized as a Cartesian unit vector: the oxygen moves by −0.0493 along z, the hydrogen at positive y by 0.5878 along y and 0.3915 along z, and the other hydrogen as its mirror image. With h = 0.004 au the force along q, in Eh/bohr, is 0.0000616928 at G_y = −h, −0.0000001985 at zero field, and 0.0000616928 at +h. Then

(2 × 0.0000616928 + 2 × 0.0000001985)/(1.6 × 10⁻⁵) = 0.0001237826/(1.6 × 10⁻⁵) = 7.7364 bohr².

Differencing the analytic polarizability between displaced geometries gives α'_yy = 7.73547 bohr², against 7.73642 from the unrounded forces. The excess is 9.5 × 10⁻⁴ bohr². An independent value γ'_yyyy = 711.3 au/bohr, taken from field-dependent analytic polarizabilities at displaced geometries, predicts 711.3/12 × 1.6 × 10⁻⁵ = 59.27 × 1.6 × 10⁻⁵ = 9.5 × 10⁻⁴.

The small zero-field force is what the geometry optimization left behind. It is the constant term of the series and drops out.

The equality of the two outer forces is a symmetry. The mirror y → −y sends G_y to −G_y and q to pq, with p = +1 for the symmetric stretch and p = −1 for the antisymmetric one, and leaves E unchanged. A term q G_y^n × (powers of G_z) is multiplied by p(−1)^n, so its coefficient vanishes unless (−1)^n = p. The same holds with powers of G_x included. This mirror therefore allows a primed tensor element for the symmetric stretch only if it has an even number of y indices, and for the antisymmetric stretch only if it has an odd number. The mirror x → −x, which leaves both stretches unchanged, also removes every element with an odd number of x indices.

**The force in a field**

The identity needs the true derivative of the energy in the field. An electron has charge −1 in the potential −G·r, so the one-electron matrix becomes h = h₀ + G_c r_c, with r_c the matrix of dipole integrals ⟨μ|r_c|ν⟩, and nuclei of charge Z_A add −Σ_A Z_A R_A·G. For a closed shell with real occupied coefficients C_o, density D = 2C_oC_oᵀ and overlap S,

E = Tr(Dh) + ½Tr(D V[D]) + E_nuc − Σ_A Z_A R_A·G,

V[D]_μν = Σ_λσ [(μν|λσ) − ½(μλ|νσ)] D_λσ,

and the Fock matrix is f = h + V[D]. Orthonormality is imposed through L = E − 2Tr[ε(C_oᵀSC_o − 1)]. Its derivative with respect to C_o is 4fC_o − 4SC_oε, which vanishes at the SCF solution. Since L equals E on the constraint and is stationary in C_o and ε, the total derivative of E is the derivative of L at fixed coefficients (superscript R marks differentiated integrals):

dE/dR = Tr(D h₀^R) + G_c Tr(D r_c^R) + ½Tr(D V^R[D]) − Tr(W S^R) + E_nuc^R − ∂(Σ_A Z_A R_A·G)/∂R.

Here W = 2C_oεC_oᵀ. Because ε = C_oᵀfC_o, DfD = 4C_oεC_oᵀ and W = ½DfD. No orbital response appears.

The second term exists because the basis functions move with the nuclei. A function on atom A depends on r − R_A, so ∂/∂R_Ax acts on it as −∂_x:

∂⟨μ|r_c|ν⟩/∂R_Ax = −⟨∂_xμ|r_c|ν⟩ (μ on A) − ⟨μ|r_c|∂_xν⟩ (ν on A).

With D symmetric and the functions real, exchanging the names μ and ν shows that the two pieces contribute equally. The explicit field terms in the force are then

F_Ax ⊃ Z_A G_x + 2G_c Σ_μ Σ_(ν on A) D_μν ⟨μ|r_c|∂_xν⟩.

The first is linear in G and leaves no trace in a second difference. The second, a Pulay term, is G times a density that itself changes linearly with G, so it contributes to α'. In water, with the coordinate origin at the oxygen, dropping it changes Cartesian elements of α' by up to 5.197 bohr², while the largest true element is 5.0136 bohr². The size of this error depends on the origin: moving the origin by a changes r_c by −a_cS, a change that the W term cancels in the full force but not in the truncated one. The error is 5.02 bohr² with the origin at the centre of mass, 6.69 bohr² at a hydrogen and about 33 bohr² for an origin 10 bohr away along z. With it, the force in a field agrees with central differences of the energy to 1.6 × 10⁻⁷ Eh/bohr.

For a method whose energy is not stationary in its parameters, the fixed-coefficient step fails and the force must carry the response terms. The identity itself needs E to be smooth in R and G near G = 0. It can fail where that smoothness is lost: at a crossing of states that a displacement or the field can split, or where the orbital Hessian H defined below becomes singular. A pure spin degeneracy, or a triplet instability of a restricted solution, leaves the restricted energy smooth and the identity intact. The series in G is meaningful for steps small enough that a finite basis keeps the electrons bound.

**The geometric road**

The comparison road needs α analytically. Rotate occupied (i, j) into virtual (a, b) orbitals by small κ_ai: C_o → C_o + C_vκ and C_v → C_v − C_oκᵀ, which keeps orthonormality to first order. The block f_vo = C_vᵀfC_o changes in two ways. At fixed f it gains f_vvκ − κf_oo. The density changes by δD = 2(C_vκC_oᵀ + C_oκᵀC_vᵀ), and in V[δD]_ai the Coulomb part gives 2 × 2(ai|bj)κ_bj while the exchange part gives −½ × 2[(ab|ij) + (aj|ib)]κ_bj. Hence δf_ai = H_ai,bj κ_bj with

H_ai,bj = f_ab δ_ij − δ_ab f_ij + 4(ai|bj) − (ab|ij) − (aj|ib).

A field adds G_c r_c,ai to f_ai. The SCF condition f_ai = 0 then gives κ = −H⁻¹r_cG_c. The electronic dipole is −Tr(D r_d), so δμ_d = −Tr(δD r_d) = −4 r_d·κ, and

α_dc = 4 r_dᵀH⁻¹r_c.

This is the coupled-perturbed Hartree–Fock (CPHF) result; for water α_xx, α_yy, α_zz = 5.2630, 7.2692, 5.7161 bohr³. The geometric estimate is [α(R_k + d) − α(R_k − d)]/(2d), here with d = 0.001 bohr.

**All six elements**

In three dimensions every coefficient is a fully symmetric tensor. For any field vector u define the even combination

P(u) = F(u) + F(−u) − 2F(0) = α'_ij u_iu_j + γ'_ijkl u_iu_ju_ku_l/12 + O(u⁶),

which holds for each force component. From here on i and j are fixed, different and not summed. Along an axis, P(he_i) = h²α'_ii + h⁴γ'_iiii/12, which is the diagonal formula already found. Along a face diagonal the symmetric tensors expand with binomial coefficients:

P(h(e_i ± e_j)) = h²(α'_ii ± 2α'_ij + α'_jj) + (h⁴/12)(γ'_iiii ± 4γ'_iiij + 6γ'_iijj ± 4γ'_ijjj + γ'_jjjj).

Take the upper sign, subtract P(he_i) and P(he_j) to remove the iiii, jjjj, ii and jj terms, and divide by 2h²:

[P(h(e_i+e_j)) − P(he_i) − P(he_j)]/(2h²) = α'_ij + h²(2γ'_iiij + 3γ'_iijj + 2γ'_ijjj)/12 + O(h⁴).

The bias is (4γ'_iiij + 6γ'_iijj + 4γ'_ijjj)h⁴/12 divided by 2h². In terms of forces the bracket is

F(h(e_i+e_j)) + F(−h(e_i+e_j)) − F(he_i) − F(−he_i) − F(he_j) − F(−he_j) + 2F(0),

the last weight being −2 + 2 + 2. The fields used are the origin, six axis points and six diagonal points: 13.

The γ'_iijj term does not share the symmetry of α'_ij, because the stencil uses one diagonal and is not invariant under y → −y. For the symmetric stretch α'_yz, γ'_yyyz and γ'_yzzz vanish by the mirror rule, but γ'_yyzz = 391.6 au/bohr does not. The predicted false element is 3 × 391.6/12 × h² = 97.90 × 1.6 × 10⁻⁵ = 1.57 × 10⁻³ bohr², and the forces give 1.57 × 10⁻³.

Using both diagonals removes it. In the difference of the two signs the terms without ± cancel:

[P(h(e_i+e_j)) − P(h(e_i−e_j))]/(4h²) = α'_ij + h²(γ'_iiij + γ'_ijjj)/6 + O(h⁴).

Added to the axis points, the second diagonals make 19 fields, but the axis points can then be left out. The sum of the two signs gives

[P(h(e_i+e_j)) + P(h(e_i−e_j))]/(2h²) = α'_ii + α'_jj + O(h²),

and the three pairs of axes fix the three diagonal elements. The origin and the twelve diagonal points, again 13 fields, therefore suffice for all six elements; the price is that the h² bias of the diagonal elements now also contains terms of the type γ'_iijj. The four-corner form returns 10⁻⁸ bohr² for the forbidden element. For the antisymmetric stretch γ'_yyzz vanishes, so both stencils have the same h² coefficient, (500.7 + 237.5)/6 = 123.03 au. Both give α'_yz = 5.01517 bohr² against the geometric 5.01320; the excess of 1.97 × 10⁻³ equals 123.03 × 1.6 × 10⁻⁵.

Running the 13 fields at h = 0.004, 0.008 and 0.012 au and solving A + ah² + bh⁴ for each element gives both a zero-field value A and the coefficient a. The fitted a are 59.25, 21.84 and 97.87 for the yy, zz and yz elements of the symmetric stretch and 122.99 for yz of the antisymmetric one; the γ' values predict 59.27, 21.84, 97.90 and 123.03. Over all 81 Cartesian elements the largest difference from the geometric road is 2.06 × 10⁻³ bohr² at h = 0.004 and 1.5 × 10⁻⁶ bohr² for A.

**Why thirteen, and against what**

A quadratic in three field components has 1 + 3 + 6 = 10 coefficients, so ten fields can determine it: the origin, the six axis points and three points +h(e_i+e_j). The off-diagonal estimate is then [F(h(e_i+e_j)) − F(he_i) − F(he_j) + F(0)]/h². The linear terms cancel and the quadratic ones leave α'_ij. The cubic term leaves (h³/6)(3β'_iij + 3β'_ijj) and the quartic term (h⁴/24)(4γ'_iiij + 6γ'_iijj + 4γ'_ijjj), so the error is

h(β'_iij + β'_ijj)/2 + h²(2γ'_iiij + 3γ'_iijj + 2γ'_ijjj)/12 + O(h³).

For the symmetric stretch β'_yzz = 0 and β'_yyz = −37.188 au/bohr. The linear term is 0.004 × (−37.188)/2 = −0.0744 bohr², and adding 0.0016 gives −0.0728, which the forces reproduce (−0.07285 found, −0.07281 predicted). The false element is more than forty times that of the 13-point scheme.

To cancel the odd orders by symmetry, fields come in pairs ±u, the origin being its own partner. Each pair gives one equation for the even part, which has 1 + 6 = 7 unknowns. Seven equations cost 1 + 2 × 6 = 13 runs with the origin and 14 without, so 13 is the minimum within this class of stencils.

The geometric road takes two geometries per direction when molecular symmetry is not used. Displacing every atom along x, y and z takes 6N, each with an SCF and three CPHF solutions; the translation rule of the next section could spare one atom, which is six geometries, but the counts here do not use it. If α comes instead from central differences of the dipole, each geometry needs the six fields ±he_i, which makes 36N SCF runs. Steps along normal modes need 2(3N − 6) geometries for a nonlinear molecule.

N = 3: 13 fields; 6 along modes; 18 Cartesian; 108 with dipoles
N = 4: 13; 12; 24; 144
N = 5: 13; 18; 30; 180
N = 50: 13; 288; 300; 1800

The field road is therefore not the shorter one in every case. The condition 2(3N − 6) < 13 holds for N ≤ 4, and if M chosen modes are wanted, 2M < 13 holds for M ≤ 6. The counted objects differ, an SCF with a gradient against an SCF with three linear solutions, so the list compares counts and not times. Both roads need the nuclear Hessian for the modes.

Forces at 13 fields give all the polarizability derivatives, whatever the number of atoms, and for water they agree with the geometric road once the h² bias is accounted for. What remains is to test the derivatives with two sum rules, to find the best field step when the forces carry noise, and to turn the derivatives into Raman activities.
